\section*{Why a heavier metal mass drops out of the Richardson constant}

\section{What dimensions and symmetry decide}

Electrons in a hot metal that reach a barrier of height $\phi\gg k_BT$ carry a Boltzmann factor $e^{-\phi/k_BT}$. The remaining prefactor, divided by the charge $e$, is a number per area and time. If it is built from one mass $m$, the thermal energy and Planck's constant as $m^a(k_BT)^bh^c$, the powers of mass, length and time require
\begin{equation}
a+b+c=0,\qquad 2b+2c=-2,\qquad -2b-c=-1 .
\end{equation}
The second equation gives $b+c=-1$, so the first gives $a=1$. The third then gives $b=2$ and $c=-3$. Hence
\begin{equation}
J\propto \frac{e\,m\,(k_BT)^2}{h^3}\,e^{-\phi/k_BT}.
\end{equation}
Dimensions do not say which mass this is. A metal of mass $m_m$ facing an insulator of mass $m_i$ allows any function of $m_m/m_i$ as a further factor. Symmetry settles the matter if every electron that has an allowed state on the other side is transmitted. A flat interface is unchanged by translation along itself, so the transverse wave vector $\mathbf k_t$ is conserved, and each electron must find a state of the same $\mathbf k_t$ and energy on the other side. If the metal is the heavier side, the insulator is the side that runs out of such states, and its mass sets the current.

\section{Model and derivation}

Both bands are isotropic and parabolic. Energy is measured from the insulator band edge, the Fermi level lies at $-\phi$, and the metal band bottom lies at $-W$ with $W>0$. With $z$ pointing into the insulator,
\begin{align}
E&=-W+\frac{\hbar^2(k_t^2+k_z^2)}{2m_m} &&\text{(metal)},\\
E&=\frac{\hbar^2(k_t^2+q_z^2)}{2m_i} &&\text{(insulator)}.
\end{align}
An electron is transmitted with probability one if both $k_z$ and $q_z$ are real, and with probability zero otherwise. Nothing returns from the insulator. $J$ denotes the magnitude of the current density, and $\phi$ and $W$ are held fixed when masses are compared.

The two spin states and the density of wave vectors give
\begin{equation}
J=\frac{2e}{(2\pi)^3}\int d^2k_t\int dk_z\,v_z\,f(E),\qquad
v_z=\frac{\hbar k_z}{m_m}=\frac1\hbar\frac{\partial E}{\partial k_z}.
\label{flux}
\end{equation}
At fixed $\mathbf k_t$, therefore, $v_z\,dk_z=dE/\hbar$. At a given normal energy a heavier electron is slower, but in the same proportion more values of $k_z$ fall in each energy interval. This removes the metal mass from the integrand. It could still enter through the limits of integration.

A real $q_z$ and a real $k_z$ require, respectively,
\begin{equation}
E>\frac{\hbar^2k_t^2}{2m_i},\qquad
E>-W+\frac{\hbar^2k_t^2}{2m_m}.
\label{thresholds}
\end{equation}
The first threshold exceeds the second by
\begin{equation}
W+\frac{\hbar^2k_t^2}{2}\left(\frac1{m_i}-\frac1{m_m}\right),
\end{equation}
which is positive at every $k_t$ if $m_m\ge m_i$. The metal condition is then satisfied whenever the insulator condition is, and $m_m$ has left the problem:
\begin{equation}
J=\frac{2e}{(2\pi)^3\hbar}\int d^2k_t\int_{u}^{\infty}dE\,f(E),\qquad
u=\frac{\hbar^2k_t^2}{2m_i}.
\label{reduced}
\end{equation}
Since $f$ depends on energy alone, this holds before any approximation to the Fermi function.

For $\phi\gg k_BT$, $f\simeq e^{-(E+\phi)/k_BT}$, and the inner integral is $k_BT\,e^{-(u+\phi)/k_BT}$. The angular integral over $\mathbf k_t$ gives $d^2k_t\to2\pi k_t\,dk_t$. From $du=\hbar^2k_t\,dk_t/m_i$ this equals $(2\pi m_i/\hbar^2)\,du$. Thus
\begin{align}
J&=\frac{2e}{(2\pi)^3\hbar}\,\frac{2\pi m_i}{\hbar^2}\,k_BT\,e^{-\phi/k_BT}
\int_0^\infty e^{-u/k_BT}du\nonumber\\
&=\frac{e\,m_i(k_BT)^2}{2\pi^2\hbar^3}\,e^{-\phi/k_BT}.
\end{align}
With $\hbar^3=h^3/8\pi^3$ the numerical factor becomes $8\pi^3/2\pi^2=4\pi$, so
\begin{equation}
J=A^*T^2e^{-\phi/k_BT},\qquad A^*=\frac{4\pi e\,m_i\,k_B^2}{h^3}.
\label{richardson}
\end{equation}

\section{Where the extra metal electrons go}

A heavier metal does send more electrons towards the interface. At energy $\varepsilon$ above the insulator edge, its transverse wave vectors fill a disc of radius $K$ with $K^2=2m_m(W+\varepsilon)/\hbar^2$. The number of transverse modes per area and spin is the disc area divided by $(2\pi)^2$:
\begin{equation}
N_m=\frac{\pi K^2}{(2\pi)^2}=\frac{m_m(W+\varepsilon)}{2\pi\hbar^2}.
\end{equation}
An electron arriving at angle $\theta$ to the normal has $k_t=K\sin\theta$. It can enter the insulator if $k_t^2<2m_i\varepsilon/\hbar^2$, that is, inside a cone of half-angle $\theta_c$ with
\begin{equation}
\sin^2\theta_c=\frac{m_i\,\varepsilon}{m_m(W+\varepsilon)}.
\end{equation}
This is also the ratio of the accepted disc to the full one, so the number of accepted modes is
\begin{equation}
N_m\sin^2\theta_c=\frac{m_i\,\varepsilon}{2\pi\hbar^2}\equiv N_i .
\label{modes}
\end{equation}
The larger supply and the narrower cone compensate exactly.

Take $m_i=0.3\,m_0$, $W=6$ eV and $\varepsilon=k_BT=0.03447$ eV, where $m_0$ is the free-electron mass. Transverse modes were counted one by one in a periodic square of side 500 nm. For $m_m=2\,m_0$ there are 25.2 incident modes per nm$^2$, and for $m_m=1\,m_0$ there are 12.6. The critical angles are $1.68^\circ$ and $2.37^\circ$. In both cases 0.0216 modes per nm$^2$ are accepted, as Eq.~(\ref{modes}) gives.

A different answer follows if one asks merely that the normal energy in the metal, $E_z^{(m)}=\hbar^2k_z^2/2m_m$, exceed $W$. The threshold in Eq.~(\ref{reduced}) then becomes $\hbar^2k_t^2/2m_m$, and the same integration returns $m_m$ in place of $m_i$. For the masses 2 and 0.3 the flux is too large by a factor 6.67. The missing piece appears when the two expressions for $E$ are equated:
\begin{equation}
\frac{\hbar^2q_z^2}{2m_i}=E_z^{(m)}-W-\frac{\hbar^2k_t^2}{2}\left(\frac1{m_i}-\frac1{m_m}\right).
\end{equation}
The same transverse wave vector costs more energy in the lighter band. The difference is taken from the normal motion, and oblique electrons that could have paid $W$ alone are turned back.

\section{The same current seen from the insulator}

In equilibrium the emission is balanced by electrons returning from the insulator, so it can be computed there. The density at the band edge is $N_ce^{-\phi/k_BT}$, where the Gaussian integrals over wave vector give
\begin{equation}
N_c=2\left(\frac{m_ik_BT}{2\pi\hbar^2}\right)^{3/2}.
\end{equation}
The mean one-way velocity of a Maxwell distribution is
\begin{equation}
v_R=\frac{\int_0^\infty v\,e^{-m_iv^2/2k_BT}dv}{\int_{-\infty}^{\infty}e^{-m_iv^2/2k_BT}dv}
=\frac{k_BT/m_i}{\sqrt{2\pi k_BT/m_i}}=\sqrt{\frac{k_BT}{2\pi m_i}} .
\end{equation}
In the product $eN_cv_R$ the powers of $m_i$ add to $3/2-1/2=1$ and those of $k_BT$ to $3/2+1/2=2$, so that
\begin{equation}
eN_cv_R=\frac{2e\,m_i(k_BT)^2}{(2\pi)^2\hbar^3}=A^*T^2 .
\end{equation}
The metal enters this argument on one point: every returning electron must find a metal state with its energy and $\mathbf k_t$. With both bands centred at $\mathbf k_t=0$, as here, a heavier metal guarantees that.

\section{When the metal is lighter}

For $m_m<m_i$ the two thresholds in Eq.~(\ref{thresholds}) cross. In terms of $u$ the metal threshold is $-W+u\,m_i/m_m$, and it equals $u$ at
\begin{equation}
u_c=\frac{W\,m_m}{m_i-m_m}.
\end{equation}
Below $u_c$ the insulator limits the flux, and above it the metal does. The integral over $u$ in the derivation is replaced by
\begin{align}
I&=\int_0^{u_c}e^{-u/k_BT}du+\int_{u_c}^{\infty}e^{(W-u\,m_i/m_m)/k_BT}du\nonumber\\
&=k_BT\left(1-e^{-u_c/k_BT}\right)+k_BT\,\frac{m_m}{m_i}\,e^{-u_c/k_BT}.
\end{align}
The last exponent follows from $W-u_cm_i/m_m=-u_c$, which is the crossing condition. Dividing by $k_BT$ gives
\begin{equation}
\frac{A_{\rm eff}}{A^*}=1-\left(1-\frac{m_m}{m_i}\right)e^{-u_c/k_BT}.
\label{light}
\end{equation}
Boltzmann statistics are assumed here down to the lowest emitting state. For a shallow band this means that the Fermi level lies well below the emitter's band bottom, so the emitter is a nondegenerate semiconductor rather than a metal.

Equation~(\ref{light}) has two useful limits. As $W\to0$ the ratio tends to $m_m/m_i$, and the smaller mass again sets the constant. For a deep band the correction is exponentially small. With $m_m=0.1\,m_0$, $m_i=0.3\,m_0$ and $W=6$ eV, $u_c=3$ eV, which is $87\,k_BT$ at 400 K. A heavy metal mass is thus sufficient for the cancellation, but for a true metal it is hardly necessary. With the same masses and $W=2k_BT$, $u_c=k_BT$ and the ratio is $1-\tfrac23e^{-1}=0.755$. Direct integration of Eq.~(\ref{flux}) over emitter wave vectors, with $\phi=1$ eV at 400 K, gives the same value, and it gives 0.333 as $W\to0$.

\section{How large: an oxide film at 400 K}

The following rough values lie in the regime of a metal electrode on a tantalum pentoxide film: $m_i=0.3\,m_0$, $m_m=2\,m_0$, $\phi=1.0$ eV, $W=6$ eV, thickness $L=20$ nm and field $F=0.2$ MV/cm. The free-electron constant is 120.17 A\,cm$^{-2}$K$^{-2}$, so
\begin{equation}
A^*=0.3\times120.17=36.05\ \text{A\,cm}^{-2}\text{K}^{-2}.
\end{equation}
At 400 K the ideal current density is
\begin{equation}
J=36.05\times400^2\times e^{-1/0.03447}=1.45\times10^{-6}\ \text{A/cm}^2,
\end{equation}
or $1.45\times10^{-2}$ A/m$^2$. At 300 K it is $5.2\times10^{-11}$ A/cm$^2$.

As a test of the derivation, Eq.~(\ref{flux}) was integrated numerically over metal wave vectors at 350 and 450 K, and $\ln(J/T^2)$ was plotted against $1/T$. The intercept gives 36.05 A\,cm$^{-2}$K$^{-2}$ for $m_m=2\,m_0$ and for $m_m=1\,m_0$, and the slope returns 1 eV. This tests the integration and the cancellation. It does not test the assumption of unit transmission.

\section{How the metal mass can return}

At an abrupt step the wave is partly reflected. Let the incident, reflected and transmitted amplitudes be $1$, $r$ and $t$. Continuity of $\psi$ and of $\psi'/m$ gives
\begin{equation}
1+r=t,\qquad v_1(1-r)=v_2t,
\end{equation}
where $v_1$ and $v_2$ are the normal velocities in metal and insulator. Eliminating $r$ gives $t=2v_1/(v_1+v_2)$, and the transmitted fraction of the flux is
\begin{equation}
\mathcal T=\frac{v_2}{v_1}t^2=\frac{4v_1v_2}{(v_1+v_2)^2}.
\end{equation}
Here $v_1$ contains $m_m$. Averaged over the emitted electrons, $\langle\mathcal T\rangle=0.47$ for $m_m=2\,m_0$ and 0.37 for $m_m=1\,m_0$. The heavier metal transmits better because its electrons are slower and closer in velocity to those in the insulator. At 400 K the current then corresponds to constants of about 17 and 13 A\,cm$^{-2}$K$^{-2}$. Because $\langle\mathcal T\rangle$ rises with temperature, a Richardson plot between 350 and 450 K would instead give about 24 and 19, with an apparent barrier about 0.01 eV too high.

The reflection depends on how abrupt the step is. At normal incidence with energy $k_BT$ above the edge and $m_m=2\,m_0$, the sharp step transmits 0.546. If potential and mass both follow the profile $1/(1+e^{z/a})$ with $a=1$ nm, the transmission at this energy is 0.9986. Slower electrons are still partly reflected, and the thermal average at normal incidence is 0.96. Such a profile extends over several nanometres and is not a realistic metal contact. It shows that unit transmission is a limit the wave equation allows.

Roughness breaks the conservation of $\mathbf k_t$, but it does not let the larger metal supply through. For elastic scattering, flux conservation requires that the probabilities of reaching one given insulator mode, summed over all incoming metal modes, do not exceed one. All these modes have the same occupation $f(E)$, and each fully fed mode carries $2e/h$ per unit energy. Hence
\begin{equation}
J\le\frac{2e}{h}\int_0^\infty N_i(\varepsilon)\,f(\varepsilon)\,d\varepsilon=A^*T^2e^{-\phi/k_BT}.
\end{equation}
For a given barrier crest and no tunnelling, $A^*$ is therefore a ceiling.

\section{What a real film changes}

\paragraph{Image force.} An electron at distance $z$ is attracted by its image at distance $2z$. Integrating the force gives the energy $-a/z$ with $a=e^2/(16\pi\epsilon_0\epsilon_{\rm opt})$. The barrier $\phi-a/z-eFz$ has its maximum where $a/z^2=eF$, and it is lowered there by $2\sqrt{aeF}$. With an optical permittivity of 4.5 this is 0.080 eV, which multiplies $J$ by $e^{0.080/0.03447}=10.2$. A WKB estimate of tunnelling just below the rounded crest and reflection just above it gives a net factor 1.17, but WKB is not reliable here. The crest lies only 2 nm from the metal, less than the length $\hbar^2/(m_ia)=3.2$ nm over which the image potential acts on the wave. Solving the wave equation at normal incidence, with the image potential cut off at the metal band bottom, gives a factor of about 0.5 for $m_m=2\,m_0$. A softened image $-a/(z+a/W)$ gives about 0.6. Reflection near the metal therefore outweighs tunnelling, and the number depends on the potential in the first atomic layers.

\paragraph{Slow transport.} In a low-mobility film, electrons that pass the crest can be scattered back. Let $V(z)$ be the barrier profile, $V_m$ its maximum at $z_m$, and $D=\mu k_BT/e$ the diffusion constant. The drift-diffusion current is
\begin{equation}
J=-eD\,e^{-V/k_BT}\frac{d}{dz}\left(n\,e^{V/k_BT}\right).
\end{equation}
Multiplying by $e^{V/k_BT}$ and integrating from $z_m$ to $L$, with the small term at the far end neglected, gives
\begin{equation}
J=e\,n(z_m)\,v_D,\qquad
v_D=\frac{D}{\int_{z_m}^{L}e^{(V-V_m)/k_BT}dz}.
\end{equation}
At the crest the net current is emission minus return, $J=\langle\mathcal T\rangle\,[J_0-e\,n(z_m)v_R]$, where $J_0$ is the ideal emission over the lowered barrier. The same $\langle\mathcal T\rangle$ applies in both directions for Maxwellian electrons. Inserting $n(z_m)=J/ev_D$ gives
\begin{equation}
J=\frac{\langle\mathcal T\rangle J_0}{1+\langle\mathcal T\rangle v_R/v_D}.
\label{ted}
\end{equation}
For a rough mobility of 1 cm$^2$/Vs, $v_D=1.26\times10^5$ cm/s, against $v_R=5.67\times10^6$ cm/s. With a mass of $0.3\,m_0$ this mobility would mean a mean free path of about 0.04 nm, less than an atomic spacing. Band transport is then not justified, and the numbers below illustrate the formula rather than predict the current of such a film. With $\langle\mathcal T\rangle=1$ the current is reduced to $1/(1+45)=0.022$ of $J_0$. Equation~(\ref{ted}) counts scattering only beyond the crest. When the mean free path is shorter than the distance from metal to crest, the integral in $v_D$ should start at the metal, which here changes 45 to about 62 and lowers the current by about a quarter. Image lowering and slow transport together give about $3\times10^{-7}$ A/cm$^2$ with the optical permittivity. Electrons this slow need about 1 ps to diffuse over the distance from metal to crest, which leaves the lattice time to respond. With a static permittivity of 25 the lowering is only 0.034 eV, and the result is about $1\times10^{-7}$ A/cm$^2$. The crest then lies 0.85 nm from the metal and is reached in only 0.1 to 0.2 ps, so this estimate does not settle which permittivity applies.

Equation~(\ref{ted}) also shows that slow transport suppresses the metal mass a second time. For $\langle\mathcal T\rangle v_R\gg v_D$ the transmission cancels. Using the sharp-step averages 0.47 and 0.37, the reduction factors are both 0.021, although the first transmission exceeds the second by more than a quarter of the second. The prefactor is then close to $eN_cv_D$, and $A^*$ no longer describes it.

\paragraph{Temperature-dependent barrier.} If $\phi=\phi_0-\gamma T$, then $e^{-\phi/k_BT}=e^{\gamma/k_B}e^{-\phi_0/k_BT}$, and a Richardson plot returns $A^*e^{\gamma/k_B}$. An assumed $\gamma=0.1$ meV/K gives a factor 3.19 and an apparent constant of 115 A\,cm$^{-2}$K$^{-2}$. That is close to the free-electron value, although the band mass is $0.3\,m_0$.

\paragraph{Band shape.} With different transverse masses the accepted disc becomes an ellipse, and $m_i$ is replaced by $\sqrt{m_xm_y}$ as long as the metal disc still contains it. This holds for a single valley with a principal axis along the normal. A tilted valley has a different prefactor. The currents of several valleys add, each in full only if the metal has states at its transverse wave vectors. A valley centred away from $\mathbf k_t=0$ can lie partly outside the metal disc even when the metal is the heavier side, and $m_m$ and $W$ then return. For a silicon-like valley at $k_t=9.8$ nm$^{-1}$ and $m_m=m_0$, the model passes the full flux for $W=6$ eV but only about a tenth of it for $W=3$ eV. Transverse masses 0.3 and 0.6, in place of 0.3 for both, raise the constant by a factor 1.41. A nonparabolicity of 0.2 eV$^{-1}$ changes it by 1.4\%.

\paragraph{Small terms.} Injection from an identical far electrode is smaller by $e^{-0.4/0.03447}=9\times10^{-6}$. Even without the reduction of the current by slow transport, the injected charge would alter the field by only a few parts in $10^{10}$, and the Fermi-function correction is of order $10^{-13}$. The field is 5\% of a rough breakdown field of 4 MV/cm.

\paragraph{Beside actual devices.} A tantalum pentoxide film may be amorphous and oxygen-deficient. Its mobility and barrier are uncertain and depend on preparation, and conduction through defects may exceed band injection. Of the effects sized here, the assumption of free flight beyond the crest moves the number furthest, by a factor of about 45. A mobility ten times lower would move it by about 450.

\section{What to do in practice}

For a metal contact, compute $A^*$ from the transverse masses of the insulator band, add the contributions of its valleys, and leave the metal mass out, after checking that the metal has states at the transverse wave vectors of each valley. The result is the value for unit transmission, which reflection lowers. For a shallow, lighter emitter, use Eq.~(\ref{light}).

Before interpreting a measured prefactor, compare $v_R$ with $v_D$. If $v_D$ is much smaller, analyse the data with Eq.~(\ref{ted}), provided the mobility is high enough for a mean free path longer than the atomic spacing. Otherwise a model of hopping or trap-limited conduction is needed. If $v_D$ is much larger than $v_R$, take the Richardson plot at fixed field, so that the image lowering stays constant, and allow for $e^{\gamma/k_B}$. In this example a plausible $\gamma$ changes the apparent constant by more than the whole effect of the sharp step, so an intercept alone determines neither a band mass nor a transmission. Most of the values are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
insulator mass: 0.3 m0
metal mass: 2 m0
comparison metal mass: 1 m0
barrier phi: 1 eV
depth W: 6 eV
temperature: 400 K
kT: 0.03447 eV
film thickness: 20 nm
field: 0.2 MV/cm
free-electron Richardson constant: 120.17 A/(cm2 K2)
A* from formula: 36.052 A/(cm2 K2)
A* from plot, metal mass 2: 36.052 A/(cm2 K2)
A* from plot, metal mass 1: 36.052 A/(cm2 K2)
barrier from plot: 1 eV
ideal J at 400 K: 1.451e-06 A/cm2
ideal J at 300 K: 5.151e-11 A/cm2
wrong criterion / right flux: 6.667
incident modes at E_c+kT, mass 2: 25.21 per nm2
incident modes at E_c+kT, mass 1: 12.6 per nm2
accepted modes, mass 2: 0.02164 per nm2
accepted modes, mass 1: 0.02164 per nm2
accepted modes, formula: 0.0216 per nm2
critical angle, mass 2: 1.68 deg
critical angle, mass 1: 2.37 deg
light emitter mass: 0.1 m0
its shallow depth W/kT: 2
its crossing u_c/kT: 1
A_eff/A*, shallow, direct: 0.7547
A_eff/A*, shallow, formula: 0.7547
A_eff/A*, W to 0, direct: 0.3333
u_c of light metal with W = 6 eV: 3 eV
N_c: 6.35e+18 cm^-3
emission velocity v_R: 5.67e+06 cm/s
step transmission at kT, sharp: 0.546
same, graded with 1 nm scale: 0.9986
mean sharp-step transmission, mass 2: 0.472
mean sharp-step transmission, mass 1: 0.369
optical permittivity (rough): 4.5
image-force lowering: 0.08 eV
image-force factor on J: 10.2
tunnelling factor on J (WKB): 1.17
mobility (rough): 1 cm2/Vs
diffusion velocity v_D: 1.26e+05 cm/s
diffusion factor on J: 0.022
assumed fall of barrier: 0.1 meV/K
its factor on apparent A*: 3.19
factor, transverse masses 0.3 and 0.6: 1.41
assumed nonparabolicity: 0.2 1/eV
nonparabolicity factor: 1.014
relative degeneracy correction: 6.3e-14
relative back injection: 9.1e-06
static permittivity (rough): 25
relative field change, space charge: 3.3e-10
breakdown field (rough): 4 MV/cm
field / breakdown field: 0.05
\end{verbatim}
